\section*{Normalized Elimination of the Small Component, with U = 1 and IORA, part 1}

(Sections cited here and not found follow in the second part.)

\section{From two components to one matrix equation}

\subsection{The situation}

An electron close to a heavy nucleus moves at an appreciable fraction of the speed of light, and its state needs four components. Two of them, the large component $\phi$, survive in the nonrelativistic limit. The other two, the small component $\chi$, carry a few per cent of the norm in the innermost shell of a medium-heavy atom. Yet they double the size of the matrix problem and bring with them a second set of solutions, near and below $-2c^2$, that a chemist does not want.

Since $\chi$ is fixed by $\phi$ through the Dirac equation, it should be possible to keep $\phi$ alone. The obvious elimination has two defects. The resulting operator contains the energy that is being sought, and the norm of $\phi$ alone is not the norm of the state. The question is whether one Hermitian matrix problem, free of the unknown energy, can return all the electron levels with the correct norm.

Hartree atomic units are used, so $\hbar=m=1$, and $c\approx137.036$. Energies $E$ are counted from the rest energy $c^2$. The electron moves in a fixed scalar potential $V(\mathbf r)$, for instance that of clamped nuclei at any number of centres. A local mean field may be included in $V$; explicit electron repulsion and nonlocal exchange are left out. The Dirac equation is then
\begin{align}
V\phi+c\,\sigma\!\cdot\!p\,\chi&=E\phi, \label{d1}\\
c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\chi&=E\chi. \label{d2}
\end{align}

\subsection{The simplest case: a free electron}

Set $V=0$ and take a plane wave whose spin lies along its momentum, so that $\sigma\!\cdot\!p$ is the number $p$. Let $t=p^2/2$, let the large amplitude be $a$, and write the small amplitude as $pb/(2c)$. Equation \eqref{d1} becomes $cp\cdot pb/(2c)=Ea$. Equation \eqref{d2} becomes $cpa=(E+2c^2)pb/(2c)$, which is divided by $cp$:
\begin{equation}
tb=Ea,\qquad a=\left(1+\frac{E}{2c^2}\right)b. \label{free}
\end{equation}
With $b=ua$ the first relation gives $E=tu$. Insertion into the second gives an equation for $u$ alone,
\begin{equation}
\frac{t}{2c^2}u^2+u-1=0,\qquad
u=\frac{c^2}{t}\left(\pm\sqrt{1+\frac{2t}{c^2}}-1\right). \label{ufree}
\end{equation}
The upper sign gives $E=tu=\sqrt{c^4+p^2c^2}-c^2$, the relativistic kinetic energy. The lower sign gives the negative-energy branch. The equation for $u$ therefore has more than one root, and the electron root must be selected.

There is a second way to write the energy. Multiply the second relation in \eqref{free} by $t$ and rearrange it as $ta-tb=tbE/(2c^2)$. Multiply this by $u$, add $tb=Ea$, and put $b=ua$:
\begin{equation}
(2tu-tu^2)\,a=E\left(1+\frac{tu^2}{2c^2}\right)a. \label{freen}
\end{equation}
The factor on the right is the full norm for $|a|=1$, because the small component contributes $p^2u^2/(4c^2)=tu^2/(2c^2)$.

At the correct $u$ both forms give the same energy. At the crude value $u=1$ they differ. The form $E=tu$ gives $t$, with no relativity at all, whereas \eqref{freen} gives
\begin{equation}
E_{u=1}=\frac{t}{1+t/2c^2}=t-\frac{t^2}{2c^2}+\frac{t^3}{4c^4}-\cdots
\end{equation}
The correct expansion is $t-t^2/(2c^2)+t^3/(2c^4)-\cdots$. The normalized form thus obtains the first relativistic correction from a nonrelativistic $u$, and errs by $-t^3/(4c^4)$ at leading order. The aim is to carry this structure over to matrices.

\subsection{Restoring the potential}

The factor $p/(2c)$ becomes the operator $\sigma\!\cdot\!p/(2c)$, which defines the pseudo-large component $\phi^P$:
\begin{equation}
\chi=\frac{1}{2c}\,\sigma\!\cdot\!p\,\phi^P. \label{pl}
\end{equation}
The components of $p$ commute, and $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$. The antisymmetric part cancels in the product, so $(\sigma\!\cdot\!p)^2=p^2=2\hat T$, with $\hat T$ the kinetic-energy operator. Equation \eqref{d1} becomes
\begin{equation}
V\phi+\hat T\phi^P=E\phi. \label{m1}
\end{equation}
Multiply \eqref{d2} from the left by $\sigma\!\cdot\!p/(2c)$. The first term becomes $\tfrac12p^2\phi=\hat T\phi$. The rest-energy term becomes $-2c^2p^2\phi^P/(4c^2)=-\hat T\phi^P$, and the energy term becomes $Ep^2\phi^P/(4c^2)=E\hat T\phi^P/(2c^2)$. Hence
\begin{equation}
\hat T\phi+\left(\frac{1}{4c^2}\,\sigma\!\cdot\!p\,V\,\sigma\!\cdot\!p-\hat T\right)\phi^P
=\frac{E}{2c^2}\hat T\phi^P. \label{m2}
\end{equation}

Expand both $\phi$ and $\phi^P$ in the same $n$ linearly independent, normalizable two-component functions $f_\mu$, with coefficients $A_\mu$ and $B_\mu$. Define the Hermitian matrices
\begin{align}
S_{\mu\nu}&=\langle f_\mu|f_\nu\rangle, &
T_{\mu\nu}&=\tfrac12\langle\sigma\!\cdot\!pf_\mu|\sigma\!\cdot\!pf_\nu\rangle,\\
V_{\mu\nu}&=\langle f_\mu|V|f_\nu\rangle, &
W_{\mu\nu}&=\langle\sigma\!\cdot\!pf_\mu|V|\sigma\!\cdot\!pf_\nu\rangle.
\end{align}
Projection of \eqref{m1} and \eqref{m2} on $f_\mu$ gives
\begin{align}
VA+TB&=SAE, \label{r1}\\
TA+\left(\frac{W}{4c^2}-T\right)B&=\frac{1}{2c^2}TBE. \label{r2}
\end{align}
The norm is $\langle\phi|\phi\rangle+\langle\chi|\chi\rangle$. By \eqref{pl} the second part is $B^\dagger(2T)B/(4c^2)$, so
\begin{equation}
A^\dagger SA+\frac{1}{2c^2}B^\dagger TB=1. \label{norm}
\end{equation}
Equations \eqref{r1}--\eqref{norm} form a Hermitian problem of dimension $2n$. Its metric has the blocks $S$ and $T/2c^2$, both positive definite: a vanishing $T$ expectation would require $\sigma\!\cdot\!pf=0$, hence $p^2f=0$, which no normalizable $f\neq0$ satisfies. This matrix problem is the reference from here on. Its distance from the Dirac equation itself is a basis-set error.

\subsection{Which solutions are electron solutions?}

Order the $2n$ eigenvalues as $\lambda_1\le\dots\le\lambda_{2n}$, and let $v$ be an upper bound of $V$; for bare nuclei $v=0$. Consider vectors with $A=0$, and put $\psi=\sum_\mu f_\mu B_\mu$. Then $B^\dagger WB=\langle\sigma\!\cdot\!p\psi|V|\sigma\!\cdot\!p\psi\rangle\le2v\,B^\dagger TB$, and their energy quotient obeys
\begin{equation}
\frac{B^\dagger(W/4c^2-T)B}{B^\dagger TB/2c^2}\le v-2c^2. \label{lowq}
\end{equation}
These vectors form an $n$-dimensional space, so by the minimum--maximum principle $\lambda_n\le v-2c^2$. At least $n$ levels lie there. We assume
\begin{equation}
\lambda_{n+1}>v-2c^2, \label{cond}
\end{equation}
and call the upper $n$ solutions the electron, or positive-energy, solutions. They include bound states with $E<0$. A potential so strong that a bound level reaches the lower set violates \eqref{cond} and is excluded.

Collect the $n$ electron solutions as columns of square matrices $A$ and $B$, with their energies in a diagonal matrix $\varepsilon$. Then $A$ is invertible. Suppose instead that $Ax=0$ with $x\ne0$. The combination $(0,Bx)$ is nonzero, because the solutions are independent. Its quotient is at least $\lambda_{n+1}$, since it is built from electron solutions, and at most $v-2c^2$ by \eqref{lowq}. This contradicts \eqref{cond}.

\subsection{Elimination for one level}

Equation \eqref{r2} can be solved for the column $B_k$ of one level:
\begin{equation}
B_k=U(E_k)A_k,\quad U(E)=D(E)^{-1}T,\quad
D(E)=T-\frac{W}{4c^2}+\frac{E}{2c^2}T. \label{ue}
\end{equation}
The inverse exists for the electron levels, because
\begin{equation}
B^\dagger D(E)B=\tfrac12\left\langle\sigma\!\cdot\!p\psi\left|1+\frac{E-V}{2c^2}\right|\sigma\!\cdot\!p\psi\right\rangle>0
\quad\text{if }E>v-2c^2. \label{dpos}
\end{equation}
Insertion in \eqref{r1} gives $[V+TU(E)]A=SAE$. The matrix $TU(E)=TD(E)^{-1}T$ is Hermitian, but each level has its own matrix. Two eigenvectors $A_j$ and $A_k$ then belong to different operators and need not be orthogonal in $S$.

\subsection{One matrix for all levels}

Because $A$ is invertible, we may define
\begin{equation}
U=BA^{-1},\qquad B=UA. \label{u}
\end{equation}
This one matrix sends every electron column $A_k$ to its $B_k$. It contains no individual energy; it depends on the whole electron space. On each $A_k$ it acts as $U(E_k)$ does, although as matrices $U$ and $U(E_k)$ differ in general.

With $B=UA$, the first equation alone reads
\begin{equation}
(V+TU)A=SA\varepsilon. \label{un}
\end{equation}
It has the correct energies, but $TU$ is not Hermitian in general, and the metric $S$ omits the small component. The free-electron calculation shows the cure: multiply \eqref{r2} from the left by $U^\dagger$ and add \eqref{r1}. The left side becomes
\begin{equation}
VA+TUA+U^\dagger TA+U^\dagger\left(\frac{W}{4c^2}-T\right)UA,
\end{equation}
and the right side becomes $SA\varepsilon+U^\dagger TUA\varepsilon/(2c^2)$. Therefore
\begin{align}
\tilde LA&=\tilde SA\varepsilon, \label{nesc}\\
\tilde L&=V+TU+U^\dagger T-U^\dagger TU+\frac{1}{4c^2}U^\dagger WU, \label{L}\\
\tilde S&=S+\frac{1}{2c^2}U^\dagger TU. \label{Sm}
\end{align}
This is Dyall's normalized elimination of the small component, abbreviated NESC. Both matrices are Hermitian: $TU$ and $U^\dagger T$ are adjoints of each other, and the remaining terms are Hermitian singly. The relativistic metric $\tilde S$ is positive definite. Substitution of $B=UA$ in \eqref{norm} gives $A^\dagger\tilde SA=1$, so the metric measures the complete four-component norm using large coefficients alone.

No solution is lost or added. Equation \eqref{nesc} is an $n$-dimensional Hermitian problem and has $n$ independent eigenvectors. The $n$ columns of $A$ are independent and satisfy it, so they exhaust it. The agreement is with the Dirac matrix problem in the chosen basis.

\subsection{An equation for U itself}

The definition \eqref{u} uses the Dirac eigenvectors. They can be removed. From \eqref{un}, multiplied by $S^{-1}$ on the left and by $A^{-1}$ on the right,
\begin{equation}
A\varepsilon A^{-1}=S^{-1}(V+TU)\equiv G(U). \label{G}
\end{equation}
Put $B=UA$ in \eqref{r2} and multiply by $A^{-1}$ on the right. With $K=T-W/4c^2$ the result is
\begin{equation}
T-KU=\frac{1}{2c^2}TU\,S^{-1}(V+TU). \label{ric}
\end{equation}
No energy appears. Equation \eqref{nesc} also gives $A\varepsilon A^{-1}=\tilde S^{-1}\tilde L$; comparison with \eqref{G} yields the relation $TU=S\tilde S^{-1}\tilde L-V$. It states $\tilde L=\tilde SG(U)$, and $\tilde L-\tilde SG(U)=U^\dagger[T-KU-TUG(U)/(2c^2)]$, so it is \eqref{ric} multiplied by $U^\dagger$. The two are equivalent only for an invertible $U$; the matrix $U=0$, for instance, satisfies the relation but not \eqref{ric}.

The price is that \eqref{ric} is quadratic. Other choices of $n$ eigenvectors with an invertible $A$ satisfy it too, as the two signs in \eqref{ufree} show. To solve it by Newton's method, multiply by $2c^2T^{-1}$ and define the residual
\begin{equation}
R(U)=2c^2(1-T^{-1}KU)-UG(U).
\end{equation}
Replace $U$ by $U+\delta$. Since $G(U+\delta)=G(U)+S^{-1}T\delta$, setting the residual to zero at first order in $\delta$ gives
\begin{equation}
\left(2c^2T^{-1}K+US^{-1}T\right)\delta+\delta\,G(U)=R(U), \label{newton}
\end{equation}
a linear equation for $\delta$. A natural start is $U=K^{-1}T$, which is $U(E)$ at $E=0$. Convergence to the electron root is not guaranteed by this derivation. Finding $U$ amounts to solving the Dirac matrix problem, by whatever route. The gain is a two-component Hermitian problem afterwards.

\subsection{Three limits}

For a free electron, $V=W=0$ and $S=1$, and \eqref{ric} becomes $t-tu=t^2u^2/(2c^2)$, which is \eqref{ufree} multiplied by $t$.

In a fixed finite basis let $c\to\infty$ and write $U=1+U_2/c^2+\cdots$. The terms of order $c^{-2}$ in \eqref{ric} are $W/4-TU_2=\tfrac12TS^{-1}(V+T)$, so
\begin{equation}
U_2=\tfrac14T^{-1}W-\tfrac12S^{-1}(V+T). \label{u2}
\end{equation}
Thus $U\to1$, $\tilde L\to V+T+T-T=V+T$ and $\tilde S\to S$, which is the Schr\"odinger matrix problem.

Finally, add a constant $v_0$ to the potential. Then $V\to V+v_0S$ and $W\to W+2v_0T$. In \eqref{ric} the left side gains $v_0TU/(2c^2)$, and so does the right side, so $U$ is unchanged. In \eqref{L} the gain is $v_0S+v_0U^\dagger TU/(2c^2)=v_0\tilde S$. Every level rises by $v_0$, as it must.

\section{Approximate U: the lowest approximation and IORA}

\subsection{What is carried over}

In atomic units, with the rest energy removed, $S$, $V$ and $T$ are the overlap, potential and kinetic matrices in a basis of $n$ functions $f_\mu$, and $W$ is the matrix of $\sigma\!\cdot\!p\,V\,\sigma\!\cdot\!p$. The large component $\phi$ has coefficients $A$. The small component is $\sigma\!\cdot\!p\,\phi^P/(2c)$, and $\phi^P$ has coefficients $B=UA$. The electron levels of the Dirac matrix problem satisfy $\tilde LA=\tilde SAE$ with
\begin{equation}
\tilde L=V+TU+U^\dagger T-U^\dagger KU,\quad
\tilde S=S+\frac{U^\dagger TU}{2c^2},\quad K=T-\frac{W}{4c^2}. \label{two}
\end{equation}
For one level of energy $E$, $B=D(E)^{-1}TA$, where $D(E)=K+ET/(2c^2)$ is positive definite for electron levels. We now insert a trial matrix $U'$ in place of $U$ and ask what it costs.

With the matrix $U$, a Hermitian problem for the large coefficients alone returns all the electron levels of the Dirac matrix problem with the correct norm, but finding $U$ amounts to solving that Dirac problem. It remains to see what is lost when an approximate $U'$ is used instead.
